# The Cubic Law of Internal Photoemission from Silicon into Oxide

## 1. The situation

Ultraviolet light passes through a thin gate and a silicon dioxide film and is absorbed in the silicon beneath. With the gate positive, a few of the excited electrons cross into the oxide conduction band and are collected. Apart from the small contributions treated in section 8, no such current flows from the valence band until the photon energy exceeds the distance from the silicon valence edge to the top of the oxide barrier. The onset therefore contains the band alignment. It is gradual, however, and a threshold can be read from it only if the shape of the onset is known.

Under stated conditions that shape is a cube. The conditions matter as much as the exponent, because a wrong shape moves the extracted barrier.

## 2. Conventions and assumptions

Energies are measured upward from the silicon valence edge at the interface, in eV; $q>0$ is the elementary charge. The barrier top lies at $\Phi$, in the field present. The excess photon energy is

$$x=h\nu-\Phi ,$$

and an electron of energy $E$ has energy $\eta=E-\Phi$ relative to the barrier top. The yield $Y$ is the number of escaping electrons per absorbed photon, before the depth and scattering factors of section 6. The model assumes:

1. An initial state at depth $\delta$ below the valence edge is lifted to $E=h\nu-\delta$. The number of excited electrons rises linearly with $\delta$ up to a width $W$ that does not depend on $h\nu$.
2. Excited electrons have isotropic directions and reach the interface without losing energy.
3. Energy and momentum parallel to the interface are conserved on crossing. An electron with enough normal energy crosses; one without it does not.
4. Losses by depth and scattering do not vary with $h\nu$.

The linear rise is a model assumption and does not follow from a parabolic band edge, as section 5 shows. One excited electron per photon fixes its height. If $N=a\delta$, then $\int_0^W a\delta\,d\delta=aW^2/2=1$, so $a=2/W^2$ and

$$N(E)=\frac{2(h\nu-E)}{W^2},\qquad h\nu-W<E<h\nu .$$

## 3. Why the escape probability is linear

Let $V$ be the kinetic energy in silicon of an electron at the barrier energy. With a parabolic conduction band, $V=\Phi-E_g$, where $E_g$ is the gap. At energy $\eta$ above the barrier the kinetic energy is $V+\eta$. If the velocity makes an angle $\theta$ with the interface normal, the parallel momentum obeys

$$p_\parallel^2=2m_{\rm Si}(V+\eta)\sin^2\theta .$$

This momentum is kept in the oxide, where it costs energy $p_\parallel^2/2m_{\rm ox}$. With $r=m_{\rm ox}/m_{\rm Si}$, the energy left for normal motion at the barrier top is

$$E_n=\eta-\frac{(V+\eta)\sin^2\theta}{r}.$$

Escape requires $E_n\ge0$, that is, $\sin^2\theta\le s$ with $s=r\eta/(V+\eta)$. A cone of half-angle $\theta_c$ holds the fraction $\tfrac12(1-\cos\theta_c)$ of all directions, so

$$P(\eta)=\tfrac12\left(1-\sqrt{1-s}\right).$$

For small $s$, $\sqrt{1-s}=1-s/2-s^2/8-\dots$, which gives $P=s/4+s^2/16+\dots$. Next, $s=(r\eta/V)(1-\eta/V+\dots)$. To second order in $\eta$,

$$P=\frac{r\eta}{4V}\left[1-\frac{\eta}{V}+\frac{r\eta}{4V}\right]
=c\,\eta\left[1-\left(1-\frac r4\right)\frac{\eta}{V}\right],\qquad c=\frac{r}{4V}.$$

The leading term is the linear law. The solid angle of a narrow cone is proportional to the square of its half-angle, and this square is proportional to the energy available for parallel motion. A light oxide mass narrows the cone, because a given parallel momentum then costs more energy.

## 4. The cubic law

Electrons with $0<\eta<x$ contribute, and $h\nu-E=x-\eta$. For $0<x<W$,

$$Y=\int_0^x\frac{2(x-\eta)}{W^2}\,c\eta\,d\eta
=\frac{2c}{W^2}\left(\frac{x^3}{2}-\frac{x^3}{3}\right),$$

and since the bracket is $x^3/6$,

$$\boxed{Y=\frac{c}{3W^2}\,x^3,\qquad 0<x<W}$$

with $Y=0$ for $x\le0$. One power of $x$ comes from the range of energies that can escape, one from the growing population below the edge, and one from the opening cone.

**First correction.** The second term of $P$ brings in $\int_0^x(x-\eta)\eta^2d\eta=x^4/3-x^4/4=x^4/12$, which is $x/2$ times the leading integral. Hence

$$Y=\frac{c\,x^3}{3W^2}\left[1-\left(1-\frac r4\right)\frac{x}{2V}+\dots\right].$$

The cubic law is thus the leading order in $x/V$.

**Far above threshold.** If $x>W$, the whole ramp lies above the barrier. The mean depth of the initial states is $\int_0^W\delta\,(2\delta/W^2)\,d\delta=2W/3$. If escape were still linear, the yield would be $Y=c(x-2W/3)$. At $x=W$ this equals $cW/3$ with slope $c$, the same value and slope as the cubic law. The cube then turns into a straight line.

**A width that grows.** Suppose instead that the ramp always reaches down to the conduction edge. Then $W=h\nu-E_g=V+x$, and $Y=cx^3/[3(V+x)^2]$. The leading power at threshold is still three, but the prefactor falls as $x$ grows. Section 8 gives the size of this effect.

## 5. Other shapes, other exponents

Let $N\propto\delta^a$ and $P\propto\eta^b$. Substituting $\eta=xu$,

$$\int_0^x(x-\eta)^a\eta^b\,d\eta=x^{a+b+1}\int_0^1(1-u)^au^b\,du .$$

The last integral is a number, so the exponent is $a+b+1$. The ramp and the cone have $a=b=1$. Two other cases are important here.

**Square-root edge.** A parabolic band has a density of states proportional to $\sqrt\delta$. If the excitation strength is constant, $a=1/2$ and $Y\propto x^{5/2}$.

**Abrupt step.** At a sharp step, a wave with normal velocities $v_1$ in silicon and $v_2$ in the oxide is transmitted with probability $4v_1v_2/(v_1+v_2)^2$. If the flat barrier top begins right at the step, $v_2\propto\sqrt{E_n}$ vanishes at threshold and the transmission goes as $\sqrt{E_n}$. The fraction of directions in an interval of $\sin^2\theta$ is $d(\sin^2\theta)/(4\cos\theta)$. In a narrow cone this is $c\,dE_n$ in size, so directions are spread evenly in $E_n$. Therefore $P\propto\int_0^\eta\sqrt{E_n}\,dE_n\propto\eta^{3/2}$, and $Y\propto x^{7/2}$.

With the linear ramp, the cubic law therefore needs a transmission that tends to a nonzero constant at threshold. The exponent alone does not identify the mechanism: a square-root edge combined with an abrupt step also gives $1/2+3/2+1=3$. A step does not spoil the constant transmission if the electron still has appreciable normal kinetic energy just inside the oxide, because $v_2$ then stays finite there. A barrier whose top lies some way into the oxide can approach this behaviour, but only for electrons well clear of the top; close to it, tunnelling and reflection make the transmission vary with energy.

## 6. The barrier in a field, and the constant factors

An electron in the oxide at distance $z$ from the silicon is attracted by its image at distance $2z$. With the silicon treated as a perfect conductor, the force is $q^2/[4\pi\epsilon(2z)^2]$, where $\epsilon$ is the optical permittivity of the oxide. Adding the applied field $F$ gives the potential energy relative to the zero-field barrier,

$$U(z)=-\frac{q^2}{16\pi\epsilon z}-qFz .$$

Setting $U'(z)=q^2/(16\pi\epsilon z^2)-qF=0$ gives the position of the top,

$$z_m=\sqrt{\frac{q}{16\pi\epsilon F}} .$$

There the two terms of $U$ are equal, so $U(z_m)=-2qFz_m$ and

$$\Phi=\Phi_0-\Delta,\qquad \Delta=2qFz_m=q\sqrt{\frac{qF}{4\pi\epsilon}} .$$

Two factors reduce the collected yield. Light with absorption coefficient $\alpha$ creates electrons at depth $d$ with density $\alpha e^{-\alpha d}$, and a fraction $e^{-d/\ell}$ of them reach the interface unscattered. Integration gives $\alpha/(\alpha+1/\ell)=\alpha\ell/(1+\alpha\ell)$. Scattering in the oxide before the barrier top is modelled by $e^{-z_m/\lambda}$. Neither factor alters the exponent if $\alpha$, $\ell$ and $\lambda$ are constant.

## 7. Worked example

The parameters are rough values in the regime of silicon and its oxide, or round choices: $\Phi_0=4.3$ eV, $E_g=1.1$ eV, $F=1$ MV/cm $=0.1$ V/nm across 50 nm of oxide, relative optical permittivity 2.1, $m_{\rm ox}=0.4\,m_0$, $m_{\rm Si}=1.0\,m_0$, $W=3$ eV, $\alpha=2\times10^6$ cm$^{-1}$, $\ell=2$ nm and $\lambda=3$ nm. Photon energies run from 4.3 to 5.0 eV. The bottom of the ramp, $h\nu-W$, is then at least 1.3 eV, above the conduction edge as it must be.

The barrier top lies at $z_m=1.309$ nm. Hence $\Delta=2(0.1)(1.309)=0.262$ eV, $\Phi=4.038$ eV and $V=4.038-1.1=2.938$ eV. Then

$$c=\frac{0.4}{4(2.938)}=0.0340\ {\rm eV}^{-1},\qquad
\frac{c}{3W^2}=\frac{0.0340}{27}=1.26\times10^{-3}\ {\rm eV}^{-3}.$$

At $h\nu=4.8$ eV, $x=0.762$ eV and $Y=1.26\times10^{-3}(0.762)^3=5.57\times10^{-4}$. The depth factor is $0.4/1.4=0.286$ and the oxide factor is $e^{-1.309/3}=0.646$, so the collected yield is $1.03\times10^{-4}$. An absorbed power of 1 mW/cm$^2$ supplies photons at a rate equivalent to $10^{-3}/4.8=2.08\times10^{-4}$ A/cm$^2$. The photocurrent is therefore $2.1\times10^{-8}$ A/cm$^2$.

To extract the barrier, take the cube root:

$$Y^{1/3}=\left(\frac{c}{3W^2}\right)^{1/3}(h\nu-\Phi).$$

This is a straight line in $h\nu$ that meets zero at $\Phi$. The cubic yields have cube roots 0.02829 at 4.3 eV and 0.1039 at 5.0 eV. The slope is $0.0756/0.7=0.108$ eV$^{-1}$, and the intercept is $4.3-0.02829/0.108=4.04$ eV. Adding $\Delta$ returns 4.30 eV.

The escape cone was also tested by counting directions and energies straight from the conservation laws, with no use of the formula for $P$:

| $h\nu$ (eV) | $x$ (eV) | cubic $Y$ | counted $Y$ |
|---|---|---|---|
| 4.3 | 0.262 | $2.26\times10^{-5}$ | $2.18\times10^{-5}$ |
| 4.6 | 0.562 | $2.24\times10^{-4}$ | $2.06\times10^{-4}$ |
| 5.0 | 0.962 | $1.12\times10^{-3}$ | $9.81\times10^{-4}$ |

The counted yield is 4% below the cubic one at the first energy and 13% below at the last. The first correction predicts 4% and 15%; higher orders account for the difference at the upper end. Between $x=0.03$ and $0.06$ eV the counted exponent is 2.993, close to three as the leading-order law requires. A straight line through the cube roots of the counted yields puts the zero-field barrier at 4.285 eV, which is 0.015 eV too low.

## 8. What moves the extracted threshold

Unless stated otherwise, each error below is the fitted threshold minus the true $\Phi$, with the other conditions held fixed and the same eight photon energies.

**Edge shape: $-0.11$ eV.** For a square-root edge, $Y^{1/3}\propto x^{5/6}$. This curve is concave, so a line fitted at positive $x$ meets zero below the true threshold. A nearly straight plot over a limited range does not establish the exponent.

**Abrupt step: $+0.026$ eV.** This value includes the cone curvature, which alone gives $-0.015$ eV. Reflection acts in the opposite direction because it suppresses the yield most strongly near threshold.

**Band bending: $-0.057$ eV.** Continuity of displacement, with static relative permittivities 3.9 and 11.7, gives a silicon field $F_s=(3.9/11.7)F=0.333$ MV/cm. At depth $d$ the valence edge is higher by $qF_sd$, so the excess energy is $x+qF_sd$. Electrons that reach the interface unscattered come from depths distributed as $e^{-d/L}$, with $1/L=\alpha+1/\ell$ and $L=1.43$ nm. The mean of $d^n$ is $n!L^n$, and with $f=qF_sL=0.048$ eV,

$$x^3\ \to\ x^3+3x^2f+6xf^2+6f^3 .$$

The silicon field was taken as uniform, as in a depleted surface with no mobile electrons. A field that decays with depth raises the edge by less. If it ends on mobile electrons, classical screening makes the rise $2kT\ln(1+d/d_0)$ with $d_0=2kT/qF_s\approx1.55$ nm at 300 K, and the shift is about $-0.03$ eV. The uniform-field value and the full channel density used below therefore do not occur together.

**Tunnelling through a parabolic top: $-0.010$ eV.** The curvature there is $U''=-2qF/z_m$, giving $\hbar\omega=\hbar\sqrt{2qF/(z_mm_{\rm ox})}=0.171$ eV. An inverted parabola transmits with probability $T=1/(1+e^{-E_n/w})$, where $w=\hbar\omega/2\pi=0.027$ eV. Integration of the Schrödinger equation at $E_n=-0.2\hbar\omega$ and $0.1\hbar\omega$ agreed with this to within 0.002. Since directions are spread evenly in $E_n$, the cube is replaced by

$$3\int_{-\infty}^{x}T(E_n)(x-E_n)^2dE_n=\int_{-\infty}^{x}T'(E_n)(x-E_n)^3dE_n ,$$

by parts. For $x\gg w$ the upper limit may be moved to infinity. The function $T'$ is even, has unit area and has variance

$$w^2\int_{-\infty}^{\infty}\frac{u^2e^u\,du}{(1+e^u)^2}=4w^2\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2w^2}{3}.$$

The first step expands the integrand for $u>0$ as $u^2\sum(-1)^{n+1}ne^{-nu}$ and doubles the result. Expanding $(x-E_n)^3$ then gives $x^3+3x(\pi^2w^2/3)=x^3+\pi^2w^2x$. The relative gain is 11% at the lowest photon energy and below 1% at the highest, which tilts the fitted line. This value belongs to the parabola. The image barrier is much steeper on its silicon side and reflects more strongly near the top. For $U(z)$ of section 6, joined to silicon by a step placed 0.05 to 0.5 nm from the interface, the Schrödinger equation gives a transmission of about 0.3 instead of $1/2$ at the top and a shift of about $+0.02$ eV, opposite in sign.

**Channel electrons: $-0.009$ eV.** The oxide field ends on at most $2.2\times10^{12}$ mobile electrons per cm$^2$. They start near the conduction edge and clear the barrier by $x+E_g$. If each absorbs as strongly as an average valence electron, with $\alpha$ shared among all $2\times10^{23}$ cm$^{-3}$ of them, they add 11% to the cubic yield at 4.3 eV and 0.3% at 5.0 eV. Sharing $\alpha$ only among the states within $W$ of the edge, roughly a third of the total, makes these figures and the shift about three times larger. They also give a signal below the valence threshold, so the lowest points of a measured curve deserve the least trust.

**Absorption and temperature.** A fall of $\alpha$ across the window by 20% of its mid-window value gives $-0.023$ eV; a rise would act the other way. Smearing the threshold by a Gaussian of standard deviation $kT=0.026$ eV at 300 K gives $-0.003$ eV; a Fermi-shaped smear with the same $kT$ gives $-0.009$ eV.

**Ramp width.** For $W=V+x$ the yield is multiplied by $(3/W)^2$, with $W$ in eV, relative to fixed $W=3$ eV. Now $W$ grows from 3.2 to 3.9 eV, so the prefactor drops by a factor $(3.2/3.9)^2=0.67$ across the window. A line through the two end points of the cube-root plot then meets zero about 0.05 eV too low, and the eight-point fit used for the other entries about 0.07 eV too low.

**Finite permittivity of silicon.** Let a charge $Q$ in the oxide have image $Q'$, and let the field in silicon be that of a charge $Q''$ at the original position. Continuity of potential gives $(Q+Q')/\epsilon=Q''/\epsilon_{\rm Si}$, and continuity of normal displacement gives $Q-Q'=Q''$. Hence $Q'=-Q(\epsilon_{\rm Si}-\epsilon)/(\epsilon_{\rm Si}+\epsilon)$. With 11.7 and 2.1 the image is 0.70 of the conductor value, and $\Delta$ falls by $\sqrt{0.70}$ to 0.22 eV. Adding back the conductor value would then overstate $\Phi_0$ by about 0.04 eV.

## 9. The model beside a real interface

The barrier, gap, permittivities and oxide mass are typical of silicon with thermal oxide, as rough values. The width $W$, the silicon mass and the scattering lengths are less certain; if they do not vary with energy, they set the size of the yield far more than its exponent. A silicon escape length that falls with electron energy lowers both the apparent exponent and the fitted threshold. The field is a tenth of a rough breakdown field of 10 MV/cm. Dark tunnelling from the conduction edge, estimated for a triangular barrier, has a probability below $10^{-100}$, and holes at the valence edge are negligible when the Fermi level is 1 eV above it. Three assumptions are especially open to doubt. One is a ramp of fixed shape: silicon has strong optical structure in this photon range, so the final-energy distribution can change with $h\nu$. Another is the single parabolic silicon band, used here almost 3 eV above its edge. The third is conserved parallel momentum, because thermal oxide is amorphous and the interface can scatter electrons sideways. The escape cone is therefore a model of the real crossing, and its coefficient $c$ is only a rough guide. For the cases treated here, the edge shape moves the threshold by about 0.1 eV and the other effects by up to about 0.07 eV each. Several have the same sign. Acting together they can add up, so a barrier from one cube-root plot may be wrong by a few tenths of an eV unless the shape is established independently, however small the statistical error of the fit. The numerical output below lists the remaining values.

## Table of computed values

```
Zero-field barrier, rough: 4.30 eV
Silicon gap, rough: 1.10 eV
Oxide field: 1.00 MV/cm
Oxide thickness: 50 nm
Optical permittivity, relative: 2.10
Static permittivities, oxide and Si: 3.9, 11.7
Masses, oxide and Si: 0.4, 1.0 m0
Ramp width W: 3.00 eV
Absorption coefficient: 2.00e+06 1/cm
Si escape length: 2.00 nm
Oxide scattering length: 3.00 nm
Valence electron density: 2.00e+23 1/cm3
Image-force lowering: 0.2619 eV
Barrier-top position: 1.309 nm
Barrier in the field: 4.0381 eV
Kinetic energy V: 2.9381 eV
Escape slope c: 0.03404 1/eV
Cubic coefficient c/(3W^2): 1.2606e-03 1/eV3
Depth factor: 0.2857
Oxide scattering factor: 0.6463
h nu eV | x eV | cubic Y | counted Y | device Y
4.3 | 0.2619 | 2.263e-05 | 2.177e-05 | 4.180e-06
4.4 | 0.3619 | 5.973e-05 | 5.662e-05 | 1.103e-05
4.5 | 0.4619 | 1.242e-04 | 1.161e-04 | 2.293e-05
4.6 | 0.5619 | 2.236e-04 | 2.062e-04 | 4.129e-05
4.7 | 0.6619 | 3.655e-04 | 3.324e-04 | 6.749e-05
4.8 | 0.7619 | 5.574e-04 | 5.004e-04 | 1.029e-04
4.9 | 0.8619 | 8.070e-04 | 7.150e-04 | 1.490e-04
5.0 | 0.9619 | 1.122e-03 | 9.812e-04 | 2.072e-04
Cube roots of cubic Y: [0.02829 0.03909 0.04989 0.06069 0.0715  0.0823  0.0931  0.1039 ]
Absorbed power: 1.0 mW/cm2
Photocurrent at 4.8 eV: 2.145e-08 A/cm2
Counted exponent near threshold: 2.9934
Square-root edge exponent: 2.5000
Abrupt-step exponent: 3.4967
Zero-field barrier from counted fit: 4.2852 eV
Barrier hbar omega, width w: 0.1706, 0.0271 eV
Si field: 0.3333 MV/cm
Emission depth, bending f: 1.429 nm, 0.0476 eV
Channel sheet density: 2.155e+12 1/cm2
Channel/valence yield, first and last: 0.1091, 0.0029
Temperature, kT: 300 K, 0.02585 eV
Hole fraction, Fermi level 1 eV above edge: 1.59e-17
Threshold error, cone curvature: -0.0148 eV
Threshold error, top tunnelling: -0.0099 eV
Threshold error, Si band bending: -0.0567 eV
Threshold error, channel electrons: -0.0094 eV
Threshold error, thermal smear: -0.0028 eV
Threshold error, 20% absorption fall: -0.0232 eV
Threshold error, square-root edge: -0.1083 eV
Threshold error, abrupt step and cone: +0.0256 eV
Dark tunnelling, log10 probability: -107.4
Field / rough breakdown field: 0.10
```
